# The gamma function of self-consistent-charge tight binding, part 2

A self-consistent tight-binding model gives each atom $A$, centred at $\mathbf R_A$, a charge fluctuation $\Delta q_A$, the number of electrons in excess of the neutral atom. Hartree atomic units are used: energies in hartree, lengths in bohr. The fluctuations have the energy $E_2=\frac12\sum_{A,B}\gamma_{AB}\,\Delta q_A\Delta q_B$. Each is spread over a normalised spherical cloud $F_A(r)=\tau_A^3e^{-\tau_Ar}/(8\pi)$. For different atoms, with exchange-correlation dropped,

$$
\gamma_{AB}(R)=\iint\frac{F_A(|\mathbf r-\mathbf R_A|)\,F_B(|\mathbf r'-\mathbf R_B|)}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad R=|\mathbf R_A-\mathbf R_B|. \tag{1}
$$

With the radial density $p(r)=4\pi r^2F(r)$, the potential of a cloud is

$$
\phi(r)=\frac1r\int_0^rp(r')\,dr'+\int_r^\infty\frac{p(r')}{r'}\,dr' . \tag{2}
$$

This gives $\phi(r)=1/r-e^{-\tau r}(1/r+\tau/2)$. Part (c) found the repulsion of two identical clouds on one centre:

$$
\gamma(0)=\int_0^\infty p(r)\phi(r)\,dr
=\frac{\tau^3}{2}\left[\int_0^\infty re^{-\tau r}dr-\int_0^\infty re^{-2\tau r}dr-\frac\tau2\int_0^\infty r^2e^{-2\tau r}dr\right].
$$

Its value is $5\tau/16$. Setting it equal to the atomic hardness $U_A=\partial^2E/\partial N^2$, where $N$ is the electron number of the atom, fixes the exponent, and $\gamma_{AA}=U_A$:

$$
\frac{5\tau_A}{16}=U_A\qquad\Longrightarrow\qquad \tau_A=\frac{16}{5}U_A . \tag{5}
$$

The Fourier transform of a cloud at wave number $k$ is $\hat F(k)=\tau^4/(k^2+\tau^2)^2$, and

$$
\gamma_{AB}(R)=\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}\hat F_A\hat F_B\,e^{i\mathbf k\cdot\mathbf R}
=\frac2\pi\int_0^\infty\hat F_A\hat F_B\frac{\sin kR}{kR}\,dk . \tag{7}
$$

The model pair has $U_A=0.5$ and $U_B=0.4$ hartree, so $\tau_A=1.60$ and $\tau_B=1.28$ bohr$^{-1}$, with mean radii $3/\tau$ of 1.88 and 2.34 bohr.

Part (e), solved next, asks for (7) in closed form for $\tau_A\neq\tau_B$, with the interaction of two point charges separated from the correction due to their finite size.

**Solution.** Let $s=k^2$, $a=\tau_A^2$ and $b=\tau_B^2$. The function to be transformed, apart from the factor $4\pi$, is

$$
Q(s)=\frac{a^2b^2}{s(s+a)^2(s+b)^2}
=\frac1s+\frac{C_a}{s+a}+\frac{D_a}{(s+a)^2}+\frac{C_b}{s+b}+\frac{D_b}{(s+b)^2}.
$$

This form is complete: once the coefficients match every pole, the difference of the two sides is a polynomial that vanishes at infinity, and is therefore zero. The coefficient of $1/s$ is $a^2b^2/(a^2b^2)=1$.

Near $s=-a$, write $Q=h(s)/(s+a)^2$ with $h(s)=a^2b^2/[s(s+b)^2]$. Taylor expansion of $h$ about $-a$ gives $D_a=h(-a)$ and $C_a=h'(-a)$. First,

$$
D_a=\frac{a^2b^2}{(-a)(b-a)^2}=-\frac{ab^2}{(b-a)^2}.
$$

The logarithmic derivative of $h$ is $-1/s-2/(s+b)$, which at $s=-a$ equals

$$
\frac1a-\frac2{b-a}=\frac{b-3a}{a(b-a)} .
$$

Multiplication by $D_a$ gives

$$
C_a=-\frac{ab^2}{(b-a)^2}\cdot\frac{b-3a}{a(b-a)}=\frac{b^2(3a-b)}{(b-a)^3}.
$$

The coefficients $C_b$ and $D_b$ follow by exchanging $a$ and $b$.

Each term now needs its inverse transform. The forward transform of $e^{-\tau r}/r$ is

$$
\frac{4\pi}{k}\int_0^\infty e^{-\tau r}\sin(kr)\,dr=\frac{4\pi}{k^2+\tau^2}.
$$

So $4\pi/(s+\tau^2)$ returns $e^{-\tau R}/R$, and the limit $\tau\to0$ returns $1/R$ from $4\pi/s$. For the double pole, differentiate with respect to $\tau^2$, using $d/d(\tau^2)=(2\tau)^{-1}d/d\tau$:

$$
-\frac{4\pi}{(s+\tau^2)^2}\ \longrightarrow\ \frac1{2\tau}\frac{d}{d\tau}\frac{e^{-\tau R}}R=-\frac{e^{-\tau R}}{2\tau}.
$$

Hence $4\pi/(s+\tau^2)^2$ returns $e^{-\tau R}/(2\tau)$. Collecting the terms,

$$
\gamma_{AB}=\frac1R+e^{-\tau_AR}\Big(\frac{C_a}{R}+\frac{D_a}{2\tau_A}\Big)+e^{-\tau_BR}\Big(\frac{C_b}{R}+\frac{D_b}{2\tau_B}\Big).
$$

Define $S$ by $\gamma_{AB}=1/R-S$, so that both coefficients change sign. In terms of the exponents,

$$
-\frac{D_a}{2\tau_A}=\frac{\tau_A\tau_B^4}{2(\tau_A^2-\tau_B^2)^2},\qquad
-C_a=-\frac{\tau_B^6-3\tau_B^4\tau_A^2}{(\tau_A^2-\tau_B^2)^3}.
$$

In the second expression, the reversal of $b-a$ inside a cube supplies one of the signs. The result is

$$
\begin{aligned}
S={}&e^{-\tau_AR}\left[\frac{\tau_A\tau_B^4}{2(\tau_A^2-\tau_B^2)^2}-\frac{\tau_B^6-3\tau_B^4\tau_A^2}{(\tau_A^2-\tau_B^2)^3R}\right]\\
&+e^{-\tau_BR}\left[\frac{\tau_B\tau_A^4}{2(\tau_B^2-\tau_A^2)^2}-\frac{\tau_A^6-3\tau_A^4\tau_B^2}{(\tau_B^2-\tau_A^2)^3R}\right].
\end{aligned}\tag{8}
$$

The second line is the first with the atoms exchanged, as $\gamma_{AB}=\gamma_{BA}$ requires.

### (f) Equal exponents

*Equation (8) is undefined for $\tau_A=\tau_B$. Find the function in this case.*

**Solution.** The Fourier integral (7) stays regular when the exponents become equal. Its integrand is continuous in them and falls as $k^{-8}$ or faster, so the limit may be taken under the integral. With $a=b=\tau^2$, set $u=a/(s+a)$. Then $1-u=s/(s+a)$, and

$$
\frac{1-u^4}{s}=\frac{(1-u)(1+u+u^2+u^3)}{s}=\frac{1+u+u^2+u^3}{s+a}.
$$

The function to be transformed is $u^4/s$, which is therefore

$$
\frac{u^4}{s}=\frac1s-\frac1{s+a}-\frac a{(s+a)^2}-\frac{a^2}{(s+a)^3}-\frac{a^3}{(s+a)^4}.
$$

Let $Y_m$ be the inverse transform of $4\pi/(s+a)^m$. We have $Y_1=e^{-\tau R}/R$ and $Y_2=e^{-\tau R}/(2\tau)$. Differentiation with respect to $a$ gives $Y_{m+1}=-\frac1m\,\frac1{2\tau}\,\frac{dY_m}{d\tau}$, so

$$
Y_3=-\frac1{4\tau}\frac{d}{d\tau}\frac{e^{-\tau R}}{2\tau}
=e^{-\tau R}\Big(\frac R{8\tau^2}+\frac1{8\tau^3}\Big),
$$

$$
Y_4=-\frac1{6\tau}\frac{dY_3}{d\tau}
=\frac{e^{-\tau R}}{6\tau}\Big(\frac{R^2}{8\tau^2}+\frac{R}{8\tau^3}+\frac{R}{4\tau^3}+\frac3{8\tau^4}\Big)
=e^{-\tau R}\Big(\frac{R^2}{48\tau^3}+\frac R{16\tau^4}+\frac1{16\tau^5}\Big).
$$

In $Y_4$, the first two terms in the bracket come from differentiating the exponential, and the last two from differentiating the powers of $\tau$. The correction is $S=Y_1+\tau^2Y_2+\tau^4Y_3+\tau^6Y_4$. Its constant terms add to $\tau(\frac12+\frac18+\frac1{16})=\frac{11}{16}\tau$, and its linear terms to $\tau^2R(\frac18+\frac1{16})=\frac3{16}\tau^2R$. Thus

$$
S=e^{-\tau R}\left(\frac1R+\frac{11\tau}{16}+\frac{3\tau^2R}{16}+\frac{\tau^3R^2}{48}\right),\qquad \tau_A=\tau_B=\tau . \tag{9}
$$

For nearly equal exponents, (8) contains large terms of opposite sign, with inverse powers of the small difference $\tau_A^2-\tau_B^2$. Their cancellation loses digits in ordinary arithmetic, so higher precision, or (9) with the mean exponent $\tau=(\tau_A+\tau_B)/2$, is needed there. Because $\gamma$ is symmetric in the two exponents, the mean leaves an error quadratic in their difference, whereas either exponent alone leaves a linear one. Near $\tau=1.6$ bohr$^{-1}$ and $R=2$ bohr, a relative difference of $10^{-4}$ gives an error of order $10^{-6}$ hartree from (8) in double precision, about $10^{-5}$ from (9) with $\tau_A$, and below $10^{-9}$ from (9) with the mean.

Both forms were tested against direct two-centre integration of (1), with the potential built from the shell formula (2). For three pairs of exponents and six distances, the largest difference was about $4\times10^{-15}$ hartree.

### (g) The on-site limit

*Find how $\gamma$ behaves as $R\to0$, for equal and for unequal exponents. Confirm the curvature in the equal case by an argument that does not use (9).*

**Solution.** For equal exponents let $x=\tau R$. Then

$$
\frac{\gamma}{\tau}=\frac1x\left[1-e^{-x}\Big(1+\frac{11x}{16}+\frac{3x^2}{16}+\frac{x^3}{48}\Big)\right].
$$

Multiply the bracketed polynomial by $e^{-x}=1-x+\frac{x^2}2-\frac{x^3}6+\frac{x^4}{24}-\dots$ The coefficients of the product are:

- order $x$: $-1+\frac{11}{16}=-\frac5{16}$;
- order $x^2$: $\frac12-\frac{11}{16}+\frac3{16}=0$;
- order $x^3$: $-\frac16+\frac{11}{32}-\frac3{16}+\frac1{48}=\frac1{96}$;
- order $x^4$: $\frac1{24}-\frac{11}{96}+\frac3{32}-\frac1{48}=0$.

The constant term is 1 and cancels the 1 in front. Subtracting the product and dividing by $x$ gives

$$
\gamma(R)=\frac{5\tau}{16}-\frac{\tau^3R^2}{96}+O(\tau^5R^4). \tag{10}
$$

The pole of $1/R$ has been cancelled by the pole in $S$, and the limit is $5\tau/16=U$. There is no linear term, so the function starts flat.

The curvature can be found from Poisson's equation. Regard $\gamma(R)$ as the energy of cloud $A$ in the potential of cloud $B$, whose centre is displaced by $\mathbf R$. Since $\nabla^2\phi_B=-4\pi F_B$, taking the Laplacian with respect to $\mathbf R$ gives $-4\pi$ times the overlap of the clouds. At $R=0$ this is

$$
\nabla^2\gamma\big|_0=-4\pi\int F^2d^3r
=-4\pi\cdot4\pi\frac{\tau^6}{64\pi^2}\cdot\frac{2}{(2\tau)^3}=-\frac{\tau^3}{16}.
$$

The Laplacian of $cR^2$ in three dimensions is $6c$, so $c=-\tau^3/96$, in agreement with (10).

For unequal exponents, integrate cloud $A$ in the potential of $B$ at zero distance. With $\sigma=\tau_A+\tau_B$, the integrals are those of part (c) with $2\tau$ replaced by $\sigma$:

$$
\gamma_{AB}(0)=\frac{\tau_A^3}{2}\left[\frac1{\tau_A^2}-\frac1{\sigma^2}-\frac{\tau_B}{\sigma^3}\right]
=\frac{\tau_A}{2\sigma^3}\left[\sigma^3-\tau_A^2\sigma-\tau_A^2\tau_B\right].
$$

Since $\sigma^2-\tau_A^2=\tau_B(2\tau_A+\tau_B)$, the bracket equals $\tau_B[(\tau_A+\tau_B)(2\tau_A+\tau_B)-\tau_A^2]$. Expanding the product gives

$$
\gamma_{AB}(0)=\frac{\tau_A\tau_B(\tau_A^2+3\tau_A\tau_B+\tau_B^2)}{2(\tau_A+\tau_B)^3}. \tag{11}
$$

For equal exponents this is $5\tau^4/(16\tau^3)=5\tau/16$. For the model pair it is 0.443 hartree, between the two hardnesses. It describes coincident clouds; the model does not thereby describe the atom formed by merging two nuclei.

### (h) The limit of large distance

*Show how $\gamma$ approaches the law of point charges, and judge the approach for the model pair.*

**Solution.** Every term of $S$ contains an exponential. For unequal exponents the smaller one decays most slowly, so the softer atom determines the decay of the correction as $R\to\infty$. At moderate distance both lines of (8) count: for the model pair the bracket multiplying $e^{-\tau_BR}$ changes sign near 4 bohr, and there the correction comes almost wholly from the term of the harder atom. For equal exponents the leading part of $S$ at large $R$ is $\tau^3R^2e^{-\tau R}/48$, but the next term of (9) is smaller only by the factor $9/(\tau R)$: for $\tau=1.6$ bohr$^{-1}$ the leading part supplies only about half of $S$ at 8 bohr. In both cases

$$
R\,\gamma_{AB}(R)=1-RS\longrightarrow1 .
$$

No correction in powers of $1/R$ appears. The reason is that a spherical cloud has no dipole or higher multipole, so outside its charge it acts as a point. The exponential tails supply the remaining correction.

The values for $U_A=0.5$ and $U_B=0.4$ hartree are:

| $R$ (bohr) | $\gamma_{AB}$ (hartree) | $1/R$ (hartree) | $1-R\gamma_{AB}$ |
|---:|---:|---:|---:|
| 0.5 | 0.436 | 2.000 | 0.782 |
| 1 | 0.416 | 1.000 | 0.584 |
| 2 | 0.355 | 0.500 | 0.290 |
| 4 | 0.237 | 0.250 | 0.051 |
| 8 | 0.125 | 0.125 | $8.2\times10^{-4}$ |

The last column is the reduction relative to $1/R$. It is 29% at 2 bohr, 5% at 4 bohr and below 0.1% at 8 bohr. The finite size therefore matters when the distance is comparable with the mean radii, 1.88 and 2.34 bohr.

The limit belongs to the spherical model. In a real system, atomic dipoles and changes of cloud shape add interactions that (1) does not contain.

### (i) Charge transfer and stability

*Let the site energy of $A$ lie lower than that of $B$ by $\Delta=0.05$ hartree, at $R=2$ bohr. Find the charge transferred in the model pair, and compare with the use of $1/R$ in place of $\gamma$. Is the stability found with $\gamma$ special to this pair?*

**Solution.** Let $q$ electrons move from $B$ to $A$, so that $\Delta q_A=q$ and $\Delta q_B=-q$. Consider the site energies and $E_2$ alone, without hopping between the atoms. Then

$$
E(q)=-\Delta\,q+\frac12\kappa q^2,\qquad \kappa=U_A+U_B-2\gamma_{AB}.
$$

The minus sign in $\kappa$ comes from the opposite signs of the two fluctuations. If $\kappa>0$, the condition $dE/dq=0$ gives $q=\Delta/\kappa$ and the energy $-\Delta^2/(2\kappa)$. At 2 bohr, $\gamma_{AB}=0.3551$ hartree (9.66 eV), and

$$
\kappa=0.9-2(0.3551)=0.1898\ \text{hartree},\qquad
q=\frac{0.05}{0.1898}=0.263 .
$$

The energy is $-0.05^2/(2\times0.1898)=-0.0066$ hartree, or $-0.18$ eV.

With $1/R$ between the atoms and the same hardnesses, the curvature is $0.9-2/2=-0.1$ hartree. The stationary point is then a maximum, and the quadratic energy falls without bound as charge is transferred. The sign changes at $R=2/(U_A+U_B)=2.22$ bohr.

The stability with $\gamma$ is general. For any real coefficients $c_A$, equation (7) gives

$$
\sum_{A,B}c_Ac_B\gamma_{AB}
=\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}\Big|\sum_Ac_A\hat F_A(k)e^{-i\mathbf k\cdot\mathbf R_A}\Big|^2\ge0 .
$$

The diagonal terms are included correctly because (5) makes the self-repulsion of each cloud equal to $U_A$. Equality would require $\sum_Ac_AF_A(|\mathbf r-\mathbf R_A|)=0$ everywhere. But each exponential has a cusp at its own centre, where the clouds of the other atoms are smooth. For a finite set of distinct centres no cusp can be cancelled, so every $c_A$ must vanish. The matrix $\gamma$ is therefore positive definite, and $E_2$ is positive for every non-zero set of fluctuations.

As a larger case, put alternating $A$ and $B$ sites at the corners of a cube of edge 2 bohr. The lowest eigenvalue of the matrix is 0.023 hartree with $\gamma$, and $-0.279$ hartree with $1/R$ off the diagonal. The proof concerns $E_2$ alone; it does not guarantee that the whole tight-binding energy has a single minimum or that an iteration for the charges converges.

## Calculated quantities

```
symbolic on-site repulsion: 5*t/16
symbolic exponent from gamma(0) = U: 16*U/5
U_A = 0.500 hartree, U_B = 0.400 hartree
tau_A = 1.6000 1/bohr, tau_B = 1.2800 1/bohr
mean radius A = 1.8750 bohr, B = 2.3438 bohr
gamma_AB at R = 0: 0.443347 hartree
R (bohr), gamma_AB (hartree), 1/R (hartree), 1 - R*gamma
  0.5  0.436038  2.000000  7.820e-01
  1.0  0.416010  1.000000  5.840e-01
  2.0  0.355091  0.500000  2.898e-01
  4.0  0.237141  0.250000  5.143e-02
  8.0  0.124898  0.125000  8.197e-04
 12.0  0.083333  0.083333  8.673e-06
largest closed-minus-quadrature error: 3.7e-15 hartree
pair distance = 2.00 bohr, site difference = 0.050 hartree
gamma_AB at pair distance = 0.355091 hartree
gamma_AB at pair distance = 9.6625 eV
pair curvature with gamma = 0.189817 hartree
pair curvature with 1/R = -0.100000 hartree
distance where 1/R curvature vanishes = 2.2222 bohr
electrons transferred to A = 0.26341
energy of transfer = -0.006585 hartree
energy of transfer = -0.1792 eV
cube: lowest eigenvalue with gamma = 0.022708 hartree
cube: lowest eigenvalue with 1/R = -0.278714 hartree
```
